# Why a Causal Power-Law Susceptibility Has a Constant Loss Ratio: a numerical check

```python
"""
Result under test: a causal susceptibility chi = A (i omega)^(n-1), 0 < n < 1,
has the frequency-independent loss ratio chi''/chi' = cot(n pi/2).
Convention: fields vary as exp(+i omega t), and chi = chi' - i chi''.
Symbols: f(t) = a t^(-n) is the response function for t > 0, omega the angular
frequency, k the relaxation rate of one two-site hopping pair, eps_inf the
permittivity of the fast background, phi the loss angle, tan(phi) = chi''/chi'.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.special import gamma
from scipy import constants as const


def loss_ratio(chi):
    return -chi.imag / chi.real


def cot_law(n):
    return 1 / np.tan(n * np.pi / 2)


def power_fourier(p, w, damping=0.0):
    """Quadrature of t^(-p) exp(-damping t) exp(-i w t) over t > 0."""
    parts = []
    for name, trig in (("cos", np.cos), ("sin", np.sin)):
        head = quad(lambda t: np.exp(-damping * t) * trig(w * t), 0, 1,
                    weight="alg", wvar=(-p, 0), epsabs=1e-11)[0]
        tail = quad(lambda t: t**(-p) * np.exp(-damping * t), 1, np.inf,
                    weight=name, wvar=w, epsabs=1e-9, limlst=200)[0]
        parts.append(head + tail)
    return parts[0] - 1j * parts[1]


def hopping_mixture(n, w):
    """Sum over pairs, k^(n-1)/(k + i w), on a logarithmic grid of rates."""
    step = 0.05
    log_k = np.arange(-200, 200, step)
    return step * np.sum(np.exp(n * log_k) / (np.exp(log_k) + 1j * w)) / gamma(n)


def loop_ratio(n, w, steps=16000, total_time=40 * np.pi):
    """Convolve f with a field switched on at t = 0; use the last P-E loop."""
    h = total_time / steps
    u = h * np.arange(steps + 1)
    field = np.cos(w * u)
    m0 = np.diff(u**(1 - n)) / (1 - n)
    m1 = np.diff(u**(2 - n)) / (2 - n)
    near = (u[1:] * m0 - m1) / h      # weight of the field at the later time
    far = (m1 - u[:-1] * m0) / h      # weight of the field at the earlier time
    per_cycle = int(round(2 * np.pi / (w * h)))
    index = np.arange(steps - per_cycle, steps + 1)
    pol = np.array([near[:m] @ field[1:m + 1][::-1] + far[:m] @ field[:m][::-1]
                    for m in index])
    e = field[index]
    work = np.sum(0.5 * (e[1:] + e[:-1]) * np.diff(pol))
    return work / (np.pi * pol[-1])   # the last sample is at peak field


# ---- transform and ratio by direct quadrature
print("loss ratio chi''/chi' (dimensionless)")
for n in (0.2, 0.5, 0.8):
    ratios = []
    for w in (0.3, 3.0, 30.0):
        numeric = power_fourier(n, w)
        closed = gamma(1 - n) * (1j * w)**(n - 1)
        assert abs(numeric - closed) < 1e-6 * abs(closed)
        assert abs(hopping_mixture(n, w) - closed) < 1e-8 * abs(closed)
        ratios.append(loss_ratio(numeric))
    assert np.allclose(ratios, cot_law(n), rtol=1e-5)
    print(f" n={n}: quadrature {ratios[0]:.5f} {ratios[1]:.5f} {ratios[2]:.5f}"
          f"  cot {cot_law(n):.5f}")

# ---- the film's exponent; loop area in the time domain
n = 0.80
loops = [loop_ratio(n, w) for w in (1.0, 4.0)]
assert np.allclose(loops, cot_law(n), rtol=2e-3)   # finite step and switch-on
print(f"P-E loop ratio, n={n}, omega=1 and 4: {loops[0]:.4f} {loops[1]:.4f}")

# ---- power-law response as a mixture of exponentials; conductivity exponent
log_rate = np.arange(-200, 200, 0.05)
for t in (0.5, 20.0):
    mixture = 0.05 * np.sum(np.exp(n * log_rate - t * np.exp(log_rate))) / gamma(n)
    assert abs(mixture / t**(-n) - 1) < 1e-8
slope = np.log10(-10 * hopping_mixture(n, 10.0).imag
                 / -hopping_mixture(n, 1.0).imag)
assert abs(slope - n) < 1e-8
print(f"ac conductivity exponent from hopping sum: {slope:.4f}")

# ---- causality: the response before the field vanishes for one angle only
transform = power_fourier(1 - n, 2.0)
phi_causal = (1 - n) * np.pi / 2


def before_and_after(phi):
    before = (np.exp(-1j * phi) * transform).real
    after = (np.exp(-1j * phi) * np.conj(transform)).real
    return before, after


before, after = before_and_after(phi_causal)
assert abs(before / after) < 1e-6
before_half, after_half = before_and_after(phi_causal / 2)
expected = gamma(n) * 2.0**(-n) * np.cos(n * np.pi / 2 + phi_causal / 2)
assert abs(before_half / expected - 1) < 1e-5 and before_half > 0.1 * after_half
print(f"causal loss angle: {np.degrees(phi_causal):.2f} deg")
print(f"response before/after field, half that angle: {before_half/after_half:.3f}")

# ---- exponential long-time cutoff
for w in (0.5, 5.0):
    cut = loss_ratio(power_fourier(n, w, damping=1.0))
    assert abs(cut / np.tan((1 - n) * np.arctan(w)) - 1) < 1e-5

# ---- worked example: rough values for an amorphous tantalum-oxide film
eps0, charge = const.epsilon_0, const.e
thickness, pad_side = 50e-9, 50e-6          # m
eps_inf, chi_real_1k = 25.0, 0.80
field_amp, temperature = 1e7, 300.0         # V/m, K
omega_1k = 2 * np.pi * 1e3
amplitude = chi_real_1k / ((1j * omega_1k)**(n - 1)).real
a_coeff = amplitude / gamma(1 - n)
print(f"film: {thickness*1e9:.0f} nm, pad {pad_side*1e6:.0f} um square, "
      f"{temperature:.0f} K")
print(f"n={n:.2f}, eps_inf={eps_inf:.0f}, chi'(1 kHz)={chi_real_1k:.2f}")
print(f"field amplitude: {field_amp*1e-8:.2f} MV/cm")
print(f"voltage amplitude: {field_amp*thickness:.2f} V")
print(f"response coefficient a: {a_coeff:.4f} s^({n-1:.1f})")


def film_chi(freq):
    return amplitude * (2j * np.pi * freq)**(n - 1)


print("f(Hz)  chi'  chi''  ratio  total tan delta  sigma_ac(S/cm)")
for freq in (1e2, 1e3, 1e4, 1e5):
    chi = film_chi(freq)
    total = -chi.imag / (eps_inf + chi.real)
    sigma = -eps0 * 2 * np.pi * freq * chi.imag / 100
    print(f" {freq:.0e} {chi.real:.4f} {-chi.imag:.4f} {loss_ratio(chi):.4f}"
          f" {total:.5f} {sigma:.3e}")
single = [freq / 1e3 for freq in (1e2, 1e5)]
print(f"one pair, k=2pi*1 kHz, ratio at 100 Hz, 100 kHz: "
      f"{single[0]:.1f}, {single[1]:.0f}")
chi_1k = film_chi(1e3)
lost = -np.pi * eps0 * chi_1k.imag * field_amp**2
peak_work = 0.5 * eps0 * chi_1k.real * field_amp**2
print(f"loss per cycle, 1 kHz: {lost*1e-3:.4f} mJ/cm3")
print(f"peak in-phase work, 1 kHz: {peak_work*1e-3:.4f} mJ/cm3")
print(f"their quotient: {lost/peak_work:.4f}")

# ---- size of the neglected effects
print("neglected effects (rough inputs)")
error = 0.01 * eps_inf
for freq in (1e2, 1e5):
    chi = film_chi(freq)
    print(f" eps_inf taken 1% too low, {freq:.0e} Hz: ratio "
          f"{-chi.imag/(chi.real+error):.4f}")

tau_short, tau_long = 1e-12, 1.0            # s
for freq in (1e2, 1e5):
    w = 2 * np.pi * freq
    chi = film_chi(freq)
    chi_cut = a_coeff * (1j * w)**(n - 1) * complex(
        mp.gammainc(1 - n, 1j * w * tau_short))
    removed = a_coeff * tau_short**(1 - n) / (1 - n)
    assert abs(chi_cut - (chi - removed)) < 1e-5 * abs(chi)
    print(f" no response before {tau_short*1e12:.0f} ps, {freq:.0e} Hz: ratio "
          f"{loss_ratio(chi_cut):.4f}")
w_low = 2 * np.pi * 1e2
ratio_long = np.tan((1 - n) * np.arctan(w_low * tau_long))
print(f" memory cut at {tau_long:.0f} s, 100 Hz: ratio {ratio_long:.4f}")

leakage = 1e-12                             # S/m
leak_share = leakage / (eps0 * w_low) / -film_chi(1e2).imag
print(f" leakage {leakage/100:.0e} S/cm, 100 Hz: adds {100*leak_share:.3f} %"
      " to chi''")

resistance = 10.0                           # ohm
w_high = 2 * np.pi * 1e5
empty_cap = eps0 * pad_side**2 / thickness
eps_film = eps_inf + film_chi(1e5)
eps_seen = eps_film / (1 + 1j * w_high * resistance * empty_cap * eps_film)
print(f" film capacitance, 100 kHz: {empty_cap*eps_film.real*1e12:.2f} pF")
print(f" electrode {resistance:.0f} ohm, 100 kHz: ratio "
      f"{loss_ratio(eps_seen - eps_inf):.4f}")

hop_length = 1e-9                           # m
x = charge * field_amp * hop_length / (2 * const.k * temperature)
print(f" hop {hop_length*1e9:.0f} nm: eEd/(2kT) = {x:.3f}")
print(f" pair polarisation lowered by {100*(1-np.tanh(x)/x):.2f} %")
print(f" pair rate raised by {100*(np.cosh(x)-1):.2f} %")

breakdown = 4e8                             # V/m
print(f" field / breakdown field ({breakdown*1e-8:.0f} MV/cm): "
      f"{field_amp/breakdown:.3f}")
barrier_ev, mass_ratio = 1.0, 0.3
kappa = np.sqrt(2 * mass_ratio * const.m_e * barrier_ev * charge) / const.hbar
print(f" tunnelling exponent ({barrier_ev:.0f} eV, {mass_ratio} m_e): "
      f"{2*kappa*thickness:.0f}")

hot = 360.0                                 # K
n_hot = 1 - (1 - n) * hot / temperature
print(f" at {hot:.0f} K, 1-n proportional to T: n={n_hot:.2f}, ratio "
      f"{cot_law(n_hot):.4f}")

print("all assertions hold")
```

Output:

```
loss ratio chi''/chi' (dimensionless)
 n=0.2: quadrature 3.07768 3.07768 3.07768  cot 3.07768
 n=0.5: quadrature 1.00000 1.00000 1.00000  cot 1.00000
 n=0.8: quadrature 0.32492 0.32492 0.32492  cot 0.32492
P-E loop ratio, n=0.8, omega=1 and 4: 0.3249 0.3249
ac conductivity exponent from hopping sum: 0.8000
causal loss angle: 18.00 deg
response before/after field, half that angle: 0.345
film: 50 nm, pad 50 um square, 300 K
n=0.80, eps_inf=25, chi'(1 kHz)=0.80
field amplitude: 0.10 MV/cm
voltage amplitude: 0.50 V
response coefficient a: 1.0535 s^(-0.2)
f(Hz)  chi'  chi''  ratio  total tan delta  sigma_ac(S/cm)
 1e+02 1.2679 0.4120 0.3249 0.01568 2.292e-11
 1e+03 0.8000 0.2599 0.3249 0.01008 1.446e-10
 1e+04 0.5048 0.1640 0.3249 0.00643 9.124e-10
 1e+05 0.3185 0.1035 0.3249 0.00409 5.757e-09
one pair, k=2pi*1 kHz, ratio at 100 Hz, 100 kHz: 0.1, 100
loss per cycle, 1 kHz: 0.7230 mJ/cm3
peak in-phase work, 1 kHz: 0.3542 mJ/cm3
their quotient: 2.0415
neglected effects (rough inputs)
 eps_inf taken 1% too low, 1e+02 Hz: ratio 0.2714
 eps_inf taken 1% too low, 1e+05 Hz: ratio 0.1820
 no response before 1 ps, 1e+02 Hz: ratio 0.3304
 no response before 1 ps, 1e+05 Hz: ratio 0.3478
 memory cut at 1 s, 100 Hz: ratio 0.3246
 leakage 1e-14 S/cm, 100 Hz: adds 0.044 % to chi''
 film capacitance, 100 kHz: 11.21 pF
 electrode 10 ohm, 100 kHz: ratio 0.3305
 hop 1 nm: eEd/(2kT) = 0.193
 pair polarisation lowered by 1.23 %
 pair rate raised by 1.88 %
 field / breakdown field (4 MV/cm): 0.025
 tunnelling exponent (1 eV, 0.3 m_e): 281
 at 360 K, 1-n proportional to T: n=0.76, ratio 0.3959
all assertions hold
```
